Why anthracene dyes absorb strongly near 250 nm

Anyone who calculates the absorption of an anthracene dye for 248 nm lithography must decide how many excited states to request, and whether to read the bands from single orbital jumps. Stopping at the first band misses the absorber. Reading single jumps misplaces it: in the model below, two jumps of equal energy would each give a line at 4.53 eV (274 nm) with oscillator strength 1.2. Once the two are allowed to interact, one bright state remains in the deep ultraviolet and a dark one lies far below it. The calculation must therefore contain both jumps and their coupling, and must reach above the low-lying states.

**The orbitals and the long dipole**

Take three regular hexagons of side a, with x along the long axis and y along the short one. The 14 carbon atoms form seven columns at

x_n = (n − 4)(√3/2)a, n = 1…7.

Each column has a top and a bottom atom. In odd columns they sit at y = ±a/2 and are bonded to each other; in even columns they sit at y = ±a and are not.

In the Hückel model, with neighbour hopping t < 0, write the orbital energy as tλ, so that positive λ is bonding. Let the top amplitude be u_n and the bottom one p·u_n, with p = ±1. Then

λu_n = u_(n−1) + u_(n+1) + p·u_n (n odd)
λu_n = u_(n−1) + u_(n+1) (n even), u_0 = u_8 = 0.

Put u_n = A sin(nθ) on odd and B sin(nθ) on even columns, with θ = kπ/8. Because sin((n−1)θ) + sin((n+1)θ) = 2cosθ sin(nθ),

(λ − p)A = 2cosθ B, λB = 2cosθ A, hence λ(λ − p) = 4cos²θ for k = 1, 2, 3.

For k = 4 the even columns are empty and λ = p. The positive values are 1+√2, 2, √2 and 1 for p = +1, and √2, 1 and √2−1 for p = −1. These seven levels hold the 14 π electrons. The highest occupied orbital (HOMO), called i, has λ = √2−1, p = −1 and k = 3. For it

B²/A² = 4cos²θ/λ² = (2−√2)/(√2−1)² = 2+√2.

The sums of sin²(3nπ/8) over odd and over even columns are both 2. Normalization over top and bottom gives 4(A² + B²) = 1, so A² = 1/[4(3+√2)].

Now mark the atoms with s = ±1 so that neighbours have opposite signs. Multiplying an orbital C by s reverses the sign of every bond term, and so turns λ into −λ. Each occupied orbital i thus has an antibonding partner i′ with C_i′ = sC_i. The lowest unoccupied orbital (LUMO) is the HOMO's own partner.

An excitation i→j′ has the transition density ρ = s C_i C_j. The sign s is odd under reflection of y and even under reflection of x. The HOMO is likewise odd in y and even in x. A long-axis dipole needs ρ odd in x and even in y, so C_j must be odd in x and even in y. At λ = 1 this selects p = +1, k = 4, whose amplitudes are sin(nπ/2)/√8. With equal contributions from top and bottom, the spatial dipole is

m_x = 2(A/√8)(√3/2)a Σ_(n odd) (n−4) sin(3nπ/8) sin(nπ/2).

The terms for n = 1, 3, 5, 7 are −3cos(π/8), −sin(π/8), −sin(π/8) and −3cos(π/8). They all have the same sign, so

|m_x| = A√(3/2)[3cos(π/8) + sin(π/8)]a = 0.919a.

The end columns supply 88% of it. They hold 71% of the transition charge, counted without regard to sign, and their distance from the centre gives that charge extra weight. For HOMO→LUMO the density is sC_i², which is odd in y, and

m_y = 2[2A²(a/2) − 2B²a] = −2A²(3+2√2)a, so |m_y| = 0.660a.

The first band is therefore polarized along the short axis, and its squared dipole is about half that of one long-axis jump. The rest of the contrast in squared dipole comes from a second, equal long-axis jump and from electron repulsion. The higher energy of the long-axis band adds to the contrast in oscillator strength.

**Two equal jumps and their coupling**

The Pariser-Parr-Pople (PPP) model adds a repulsion γ_μν between π electrons on atoms μ and ν, neglects overlap, and gives every carbon the same site energy and a core charge of one. Let P_μν = 2Σ_occ C_μ C_ν. Up to a common constant, the mean-field matrix is

F_μμ = ½P_μμU + Σ_(ν≠μ)(P_νν − 1)γ_μν
F_μν = t_μν − ½P_μν γ_μν (μ ≠ ν).

Suppose the orbitals are paired. Completeness then gives (1 + s_μs_ν) Σ_occ C_μC_ν = δ_μν. Within one sublattice this means P_μν = δ_μν, so the diagonal of F is uniform and its other elements join only opposite sublattices. Such an F has paired orbitals, with ε_i′ = −ε_i measured from mid-gap. Pairing is therefore self-consistent.

A singlet jump i→a is the sum of its spin-up and spin-down versions, divided by √2. Between two determinants of this kind, the Slater-Condon rules give (ia|kb) for any spins and, for equal spins, also δ_ikδ_ab(ε_a − ε_i) − (ik|ab). Here (u|v) = Σ u_μγ_μνv_ν is the repulsion of two orbital-product densities. The four spin combinations, with the factor ½, yield

A(ia,kb) = δ_ikδ_ab(ε_a − ε_i) + 2(ia|kb) − (ik|ab).

The dipole of one configuration is likewise M = (m + m)/√2 = √2m.

Apply this to i→j′ and j→i′. Their orbital gaps agree, since ε_j′ − ε_i = −ε_j − ε_i = ε_i′ − ε_j. Their transition densities are both ρ = sC_iC_j, so their dipoles agree too. Both diagonal elements equal

D = ε_j′ − ε_i + 2(ρ|ρ) − (C_i²|C_j²).

In the off-diagonal element the last term contains C_j′C_i′ = s²C_jC_i = C_iC_j, which I call ρ0. Hence

W = 2(ρ|ρ) − (ρ0|ρ0).

The matrix with D on the diagonal and W off it has the solutions

in phase: E₊ = D + W, M₊ = (M + M)/√2 = √2M
out of phase: E₋ = D − W, M₋ = (M − M)/√2 = 0.

“In phase” means that the dipoles add. Reversing the sign of one configuration reverses the sign of W and exchanges the sum with the difference, and changes no energy or intensity. The sum of squared dipoles is 2M² before and after mixing: the coupling concentrates squared dipole and creates none. The summed oscillator strength, which also contains the energy, rises when W > 0.

For numbers I take a = 1.40 Å, t = −2.4 eV, U = 11 eV and the Mataga-Nishimoto form γ(r) = q/(r + q/U), where q = e²/(4πε0) = 14.4 eV Å. Iterating the mean field to self-consistency makes j the orbital just below the HOMO, and gives D = 4.53 eV, (ρ|ρ) = 0.381 eV and (ρ0|ρ0) = 0.155 eV. Thus

W = 2(0.381) − 0.155 = 0.607 eV.

W is positive because the repulsion between the two identical transition charges outweighs the exchange-type term. That is a result for these numbers, not a theorem. The pair splits into 3.92 and 5.14 eV. One configuration has M = 3.31 e·bohr; the in-phase state has 4.67 e·bohr. With E in hartree, its oscillator strength is

f = (2/3)E M² = (2/3)(5.139/27.21)(4.674)² = 2.75.

**Mixing with every other jump**

The darkness does not depend on keeping just two configurations. For any paired jumps,

A(ij′,kl′) = δ_ikδ_jl(ε_j′ − ε_i) + 2(sC_iC_j|sC_kC_l) − (C_iC_k|C_jC_l).

Replace every i→j′ by j→i′. The gap and the middle term are unchanged, and the last term becomes (C_jC_l|C_iC_k), which is the same because γ is symmetric. The complete singles matrix therefore separates into states even and odd under this exchange. Exchanged jumps have equal dipoles, so every odd state is dark.

Diagonalizing all 49 single excitations makes the bright state the fifth excited singlet, so at least five must be requested even in this small model. Double excitations can place more states below it: in the six-orbital calculation described in the last section, which includes them, it is the sixth. The count thus depends on the method, so check that the strong long-axis state is among those found, and request more if it is not. Three states are of interest:

- first short-axis state: 3.46 eV (358 nm), f = 0.31, 96% HOMO→LUMO
- dark state: 3.72 eV (333 nm), f = 0, 95% the out-of-phase pair
- bright long-axis state: 5.08 eV (244 nm), f = 2.84, 98% the in-phase pair

The bright band is 9.2 times as strong as the first. The energy ratio supplies a factor of 1.5 and the squared dipoles 6.2. The Hückel dipoles, with the factor 2 for in-phase addition, would give 2(0.919/0.660)² = 3.9 for the latter. The difference comes from the first band, whose squared dipole is 3.7 (e·bohr)² here against 6.1 from the Hückel orbitals.

**When the pair is only nearly equal**

Real molecules have overlap and no perfect pairing. Let the two configurations have energies e1 and e2, dipoles M1 and M2 taken positive, and coupling W > 0. Define Δ = e1 − e2 and R = √(Δ² + 4W²). Measured from their mean, the two eigenvalues are ±R/2, so the projector onto the lower state is ½[1 − 2(H − ē)/R]. Its expectation value in the dipole vector (M1, M2) is the lower state's squared dipole:

M_low² = ½{M1² + M2² − [Δ(M1² − M2²) + 4W M1M2]/R}.

For equal dipoles the lower state keeps the fraction ½(1 − 2W/R) of the total. It vanishes at Δ = 0, is 15% at |Δ| = 2W, and tends to one half when |Δ| is much larger, where the jumps act separately. For equal dipoles, near cancellation thus needs a mismatch small compared with 2W. For unequal ones the lower state is exactly dark when Δ/(2W) = (M1² − M2²)/(2M1M2), so an energy mismatch can compensate for a difference in dipoles.

Hartree-Fock orbitals in the 6-31G basis, at the same carbon geometry, have no imposed pairing. Their two configurations lie at 6.288 and 6.304 eV, with W = 1.107 eV and dipoles of 3.708 and 3.675 e·bohr. The lower combination keeps 0.007% of the squared dipole. With all π→π* singles included, the weak state has f = 0.0003 and the bright one f = 5.1. The bright state lies at 7.25 eV, however, far too high. Adding the valence σ excitations of the same symmetry lowers it to 6.62 eV and its f to 3.8, and most electron correlation is still missing. Adding d functions on carbon (6-31G*) lowers the two configurations and the bright π-only state by about 0.1 eV, raises W by 0.01 eV and keeps the lower combination's share below 0.01%. Diffuse functions matter more. Added to 6-31G (6-31+G), they lower the π-only bright state from 7.25 to 6.68 eV and its f from 5.1 to 4.0, while the lowest state of the same symmetry stays weak, with f = 0.008. The 6.62 eV was obtained only in 6-31G, so none of these energies should be read as converged. The calculation supports the mechanism, not the wavelength.

A substituent also breaks pairing. Raising the site energy of carbon 9 by 1 eV, a rough stand-in for one, leaves the PPP bright state at 5.09 eV with f = 2.79. The strongest long-axis transition more than 0.2 eV below it reaches f = 0.025. With the same shift at carbon 1 or 2, the strongest state has a long-axis f of only 1.6 or 2.0, but a neighbour within 0.15 eV carries most of the rest: together the two have 2.8 in either case. Broadened by 0.30 eV, they merge into one band with about 85% or 96% of the original peak height. The strength of the band, not of one state, is what should be compared.

**From oscillator strength to a dyed film**

A classical oscillator of strength f, frequency ω0 and damping Γ has the cross-section

σ(ω) = [e²f/(ε0mc)] Γω²/[(ω0² − ω²)² + Γ²ω²].

For a narrow line the second factor becomes (Γ/4)/[(ω − ω0)² + Γ²/4], whose integral over ω is π/2. Dividing by 2π to pass to frequency ν,

∫σ dν = e²f/(4ε0mc).

I spread this area over a Gaussian of full width 0.30 eV at half maximum, a rough value. Its area is 1.064 times height times width. For f = 2.84 the peak cross-section is 9.7 × 10⁻²⁰ m², or 2.5 × 10⁵ L/(mol cm). A dye concentration of 0.10 mol/L is 6.0 × 10²⁵ molecules per m³, so the peak absorption coefficient is 5.9 per µm. A 300 nm film transmits exp(−5.87 × 0.300) = 17% in one pass. At 248 nm, 0.08 eV from the model's band centre, the Gaussian factor is 0.82 and the transmission 24%. These figures use the strength from single excitations, which is probably too high: the calculations with more electron correlation described below give f of 2.0 to 2.1, for which the film would pass 27 to 29% at the band peak. Even that is heavy absorption for an imaging resist, whose bottom would be underexposed. In an antireflective layer 60 nm thick the same loading would still pass about 70% at the peak, so a layer meant to work mainly by absorption needs more dye.

Real anthracene in solution has its strong band near 250 nm, and its first band begins near 380 nm, both rough figures. The model's 244 and 358 nm are close, but they are for a fixed geometry, whereas the onset of a band also reflects relaxation of the bonds. The parameters are effective ones too, so the agreement should not be read as precision. Making t more negative by 0.1 eV moves the bright state up by 0.15 eV. The random-phase approximation, which adds some ground-state correlation, gives 4.89 eV and f = 2.07. Allowing all arrangements of six electrons in the three highest occupied orbitals and their partners raises the energy from 5.14 to 5.36 eV and lowers the dipole from 4.67 to 4.03 e·bohr. These values are not converged in the number of orbitals: eight electrons in eight orbitals give 5.23 eV, 3.93 e·bohr and f = 2.0.

The film's own polarizability matters as well. For a dipole μ at the centre of a sphere of radius b in a medium of refractive index n, write the potential inside as μcosθ/r² − gμr cosθ and outside as Kcosθ/r². Continuity of the potential and of the normal displacement gives

K = μ(1 − gb³), 2 + gb³ = 2n²(1 − gb³), so g = 2(n² − 1)/[(2n² + 1)b³].

Along M, a transition of energy E has the polarizability 2EM²/[E² − (ħω)²]. With the reaction field included, the induced dipole diverges where g times this polarizability equals one, that is at (ħω)² = E² − 2EgM². To first order the excitation energy therefore shifts by −gM². With n = 1.7 and b = 4.5 Å the shift is −0.56 eV; with b = 5.5 Å it is −0.31 eV. The smaller sphere is too small for the whole molecule: the end hydrogen nuclei lie about 4.7 Å from the centre. The molecule is also elongated, and its transition charges are not a point dipole: placed in the 4.5 Å sphere, they give −0.77 eV. Only the sign and the order of magnitude are meaningful. Effective parameters may already absorb part of it, so these corrections should not simply be summed. In the Lorentz model the local field multiplies absorption by [(n² + 2)/3]²/n = 1.56: the field at the dye is larger by (n² + 2)/3, absorbed power goes as its square, and the energy flux at given field grows as n. The empty sphere used above for the shift would instead give a field factor 3n²/(2n² + 1) and multiply absorption by 0.96, so this correction depends on the cavity model.

Several of these shifts are comparable with the assumed bandwidth, and a detuning of 0.10 eV already costs 27% of the peak absorption. The model explains why a strong deep-ultraviolet band exists. The absorption coefficient at 248 nm should be measured on the film itself.
